# Thermal Memory of a Radiating Plate with a Phase-Change Film, part 2

A plate in vacuum at uniform temperature $T$ stores one bit in its two stable temperatures. One face, of constant emissivity $\varepsilon_1$, sees a black hot bath at $T_H$. The other carries a vanadium dioxide film of emissivity $\varepsilon(T)$ and sees a black cold bath at $T_C$. Both faces are opaque and grey, and exchange is far-field. Temperatures are in K; fluxes and heat capacities are per area of one face. With $\sigma$ the Stefan–Boltzmann constant, the net flux into the plate is

$$
q(T)=\sigma\varepsilon_1\left(T_H^4-T^4\right)-\sigma\varepsilon(T)\left(T^4-T_C^4\right). \tag{2}
$$

For equal baths at $T_0$,

$$
q=\sigma\left[\varepsilon_1+\varepsilon(T)\right]\left(T_0^4-T^4\right). \tag{3}
$$

The slope is

$$
q'(T)=-4\sigma T^3\left[\varepsilon_1+\varepsilon(T)\right]-\sigma\varepsilon'(T)\left(T^4-T_C^4\right). \tag{6}
$$

With $r(T)=\varepsilon(T)/\varepsilon_1$,

$$
q(T)=\sigma\varepsilon_1\left[T_H^4-G(T)\right],\qquad
G(T)=T^4+r(T)\left(T^4-T_C^4\right). \tag{7}
$$

$$
G'(T)=4T^3\left[1+r(T)\right]+r'(T)\left(T^4-T_C^4\right). \tag{8}
$$

If $G$ rises throughout, there is one rest state. Here it has a maximum at $T_a$ and a minimum at $T_b$, and three zeros exist for $G(T_b)<T_H^4<G(T_a)$.

The insulating fraction is $\phi=1/(1+e^{(T-T_m)/w})$, and $\varepsilon=\varepsilon_m+(\varepsilon_i-\varepsilon_m)\phi$. The plate obeys $c\,dT/dt=q$, with latent heat $\ell$ and

$$
c(T)=c_b-\ell\,\phi'(T)=c_b+\frac{\ell}{w}\,\phi(1-\phi). \tag{18}
$$

Example: $T_H=390$, $T_C=300$, $T_m=338$, $w=1.0$ K; $\varepsilon_1=0.20$, $\varepsilon_i=0.80$, $\varepsilon_m=0.25$; $c_b=19.7$ J/(m$^2$ K), $\ell=235$ J/m$^2$. The silicon plate is 1 mm square and 10 µm thick, with a 1 µm film and a thin metal coat on the hot side. The cold state is $T_1=324.6$ K, the hot state $T_2=348.7$ K, and the unstable zero $T_u=339.1$ K. The hot-bath window is 380.3 K to 416.2 K. In the numerical output, $a=\varepsilon_1+\varepsilon_m$ and $b=\varepsilon_1+\varepsilon_i$.

### Writing with an added flux

Let a lamp or laser add an absorbed flux $p$ to a plate in the cold state. The plate crosses $T_u$ if $q+p$ stays positive all the way from $T_1$ to $T_u$. The least steady flux is therefore $-\min q$ on this interval. By (7), $q$ is smallest where $G$ is largest, which is at $T_a$:

$$
p_{\min}=\sigma\varepsilon_1\left[G(T_a)-T_H^4\right]. \tag{19}
$$

The upper edge of the hot-bath window is the temperature whose fourth power is $G(T_a)$. The writing threshold and the window edge are thus one property of the plate: both measure how much more heat the cold state can take. Here

$$
p_{\min}=0.20\,\sigma\left[(416.2\ \mathrm K)^4-(390\ \mathrm K)^4\right]\approx78\ \mathrm{W/m^2}.
$$

In a test, a flux 2 % below the threshold, applied for 1000 s, left the plate below $T_u$. A flux 2 % above it carried the plate across.

The hot state has a corresponding margin. A steady loss of flux erases it when the loss exceeds the largest $q$ between $T_u$ and $T_2$, which occurs at $T_b$. With the lower edge of the window this is $0.20\,\sigma[(390\ \mathrm K)^4-(380.3\ \mathrm K)^4]\approx25$ W/m$^2$. At this choice of $T_H$ the hot state is the more easily disturbed. Raising $T_H$ within the window strengthens it at the expense of the cold state.

A pulse of finite length must last until the plate has passed $T_u$. From $dt=c\,dT/(q+p)$,

$$
t_{\rm write}=\int_{T_1}^{T_u}\frac{c(T)\,dT}{q(T)+p},\qquad p>p_{\min}. \tag{20}
$$

For $p=200$ W/m$^2$ this is 3.05 s. The lamp then supplies $200\times3.05=610$ J/m$^2$. The plate itself stores, by (18),

$$
\int_{T_1}^{T_u}c\,dT=c_b(T_u-T_1)+\ell\left[\phi(T_1)-\phi(T_u)\right]
\approx285+176=461\ \mathrm{J/m^2}. \tag{21}
$$

The difference, about 150 J/m$^2$, leaves as radiation during the pulse, because $q<0$ between $T_1$ and $T_u$. A stronger, shorter pulse wastes less, and the supplied energy tends to 461 J/m$^2$ from above as long as the plate stays uniform in temperature. For the 1 mm plate the pulse is 0.2 mW of absorbed power and 0.61 mJ.

### Erasing with a shutter

To erase, a black shutter at $T_C$ is placed in front of the hot bath. Both faces now see the temperature $T_C$, and (3) gives the flux $-\sigma(\varepsilon_1+\varepsilon)(T^4-T_C^4)$. The plate must cool from $T_2$ to $T_u$:

$$
t_{\rm erase}=\int_{T_u}^{T_2}\frac{c(T)\,dT}{\sigma\left[\varepsilon_1+\varepsilon(T)\right]\left(T^4-T_C^4\right)}=1.60\ \mathrm s. \tag{22}
$$

When the shutter opens after a longer time, the plate is below $T_u$ and goes to $T_1$. Write pulses and shutter times 2 % shorter than (20) and (22) were tested and left the plate in its old state. Times 2 % longer changed it.

The bit can be read from the heat drawn from the hot bath, $\sigma\varepsilon_1(T_H^4-T^4)$. It is 136 W/m$^2$ in the cold state and 95 W/m$^2$ in the hot state. The colder plate draws more because it radiates less back. This current flows for as long as the bit is held.

### Hysteresis turns the unstable point into a band

So far $\varepsilon$ has been a single-valued function of $T$. The transition of vanadium dioxide has hysteresis: it occurs at a higher temperature on heating than on cooling. A simple model is the play model. The film follows an internal variable $z$ through $\varepsilon=\varepsilon(z)$, with the same logistic law, and

$$
|T-z|\le h. \tag{23}
$$

While $T$ moves inside this interval, $z$ stays fixed and the film is frozen. When $T$ reaches an edge, it drags $z$ along. On continued heating $z=T-h$, so the transition is centred at $T_m+h$. On continued cooling $z=T+h$, and the centre is $T_m-h$. Take $h=3.0$ K, a rough value for a film.

For a frozen film the emissivity is constant, and the balance has one zero,

$$
T_*^4(z)=\frac{T_H^4+r(z)\,T_C^4}{1+r(z)}=T_C^4+\frac{T_H^4-T_C^4}{1+r(z)}. \tag{24}
$$

It is stable against small disturbances, since the second term of (6) is absent. The plate can rest there if $|T_*(z)-z|<h$, for then the approach to $T_*$ need not move $z$.

The ends of the set of rest states lie where $T_*(z)-z=\pm h$. With the plus sign $T=z+h$, which is a zero of the balance on the heating branch. With the minus sign it is a zero on the cooling branch. The computed zeros are 324.6, 342.8 and 348.7 K on heating, and 324.6, 335.5 and 348.7 K on cooling. The stable states hardly move, because in each of them the film is almost entirely in one phase. The middle zero splits into

$$
T_u^{\rm c}=335.50\ \mathrm K,\qquad T_u^{\rm h}=342.83\ \mathrm K. \tag{25}
$$

They belong to $z_{\rm c}=335.50+3=338.50$ K and $z_{\rm h}=342.83-3=339.83$ K. Between these values $T_*(z)-z$ goes from $-h$ to $+h$. It does not reach either limit in between, since the other branch zeros belong to values of $z$ outside this range. Every $z$ between $z_{\rm c}$ and $z_{\rm h}$ therefore has a rest state. As $z$ rises, $r$ falls and $T_*$ rises by (24), so these states fill the range from 335.5 K to 342.8 K. The single unstable temperature has become a band of rest states.

The band shrinks to $T_u$ as $h\to0$. To see this, let $S=dT_*/dz$ at the middle zero of the single-valued balance. Separate the slope of $q$ there into the part at frozen film, $-5.2$, and the part from the film, $+29.9$ W/(m$^2$ K). Keeping $q=0$ while $z$ changes requires $-5.2\,S+29.9=0$, hence $S\approx5.8$. For small $h$ the condition $|T_*-z|<h$ becomes $(S-1)|z-T_u|<h$. The band is then $2h/(S-1)$ wide in $z$ and $2hS/(S-1)$ wide in $T$. For $h=3$ K these estimates are 1.3 K and 7.3 K, in agreement with the differences found above.

### Pulses that fail to write

Heat a plate from the cold state to a peak temperature $T_p$ and then switch the lamp off. During the rise $z=T_p-h$ at the end. Three outcomes are possible.

If $T_p>T_u^{\rm h}$, the plate ends in the hot state: from a peak below that state the flux on the heating branch is positive and carries it up, and from a higher peak it cools back. If $T_p$ is lower, the plate cools with a frozen film towards $T_*(z)$. It stays there if $z>z_{\rm c}$, which means $T_p>T_u^{\rm c}+2h$. Otherwise it returns to the cold state. On the way it reaches the cooling branch, unless the peak was less than about $2h$ above the cold state. The plate is therefore trapped in the band for

$$
T_u^{\rm c}+2h<T_p<T_u^{\rm h}, \tag{26}
$$

here from 341.50 K to 342.83 K. For a peak at 342.16 K, $z=339.16$ K, $\varepsilon(z)\approx0.381$ and $r\approx1.91$. Equation (24) then gives 339.4 K. A step-by-step integration of the play model ended at 339.43 K. Peaks 0.15 K below and above the interval (26) ended in the cold and the hot state.

The same argument with the signs reversed applies to erasing. A plate cooled from the hot state to between $T_u^{\rm c}=335.50$ K and $T_u^{\rm h}-2h=336.83$ K is trapped when the shutter opens.

Within this model, a write pulse must heat the plate above 342.8 K and an erase pulse must cool it below 335.5 K. A pulse designed with the single-valued threshold of 339.1 K would fail in both directions. The hot-bath window, the flux thresholds and the times (20) and (22) belong to the single-valued film and have to be computed again for a film with this hysteresis.

Hysteresis also changes the result for equal baths. Equation (3) still brings the plate to the common temperature $T_0$, but $z$ can keep any value within $h$ of $T_0$. If $T_0$ lies near the transition, the film can then remember its phase without a heat current. With both baths held at 338 K, a plate from the cold state keeps $z=335$ K and one from the hot state keeps $z=341$ K. Each returns to its old state when the two baths are restored together.

### What else the balance leaves out

An additional small flux $f(T)$ moves a zero by $\delta T\approx-f/q'$, from $q+f=0$ to first order. A positive $f$ raises the stable temperatures and lowers the unstable one. The following shifts were computed by solving the full balance again with the single-valued film and both baths held fixed.

The largest comes from the colour of the metallic hot-side face. As a model, its emissivity is taken to grow as $\sqrt\nu$, the low-frequency law for a metal whose electrons scatter many times within one period of the radiation. This suits a poor conductor. A good one is outside this limit near 10 µm, and its emissivity is far below 0.20. With the $\sqrt\nu$ law, the average emissivity over a Planck spectrum is proportional to the square root of the temperature of the radiation. If 0.20 is kept for emission, the absorptivity for the hot bath is larger by $\sqrt{T_H/T}$, which is 1.096 at $T_1$. The extra flux is about 25 W/m$^2$, and division by the slope of 7.76 W/(m$^2$ K) gives 3.2 K. The full solution gives $+3.0$ K for the cold state, $-0.7$ K for the unstable zero and $+3.2$ K for the hot state. The $\sqrt\nu$ law is the leading term for small emissivity, and at 0.20 it overstates the effect. For a thick conductor of frequency-independent conductivity $2.9\times10^5$ S/m, whose hemispherical emissivity at $T_1$ is 0.20, the Fresnel formulas give a ratio of 1.077 and shifts of about $+2.5$, $-0.55$ and $+2.6$ K. The combined results below keep the $\sqrt\nu$ law, so their stable temperatures are too high by roughly half a kelvin for such a coat.

The rim of the plate has an area $4d/L=0.04$ of one face, for thickness $d$ and side $L$. If it is black and sees each bath over half its view, it raises the cold state by 1.3 K and the hot state by 0.4 K. An assumed excess of 2 % in the film's absorptivity for the cold bath raises them by 0.9 K and 0.5 K. Support legs whose far ends are at $T_C$, with a conductance of 0.030 W/(m$^2$ K) referred to the plate area, lower the hot state by 0.3 K. Residual gas at $10^{-5}$ Torr moves no zero by more than 0.01 K.

With all these fluxes together, the zeros are 329.5, 341.8 and 352.1 K on the heating branch, and 329.5, 334.3 and 352.1 K on the cooling branch. Three zeros survive on both, so the memory survives, with states 3 to 5 K warmer than in the simple balance.

The plate was also taken as uniform. Let $K$ be its thermal conductivity. A lateral variation $\cos(\pi x/L)$, which carries no heat through the edges, adds the conduction term $-Kd(\pi/L)^2$ to the slope $q'$. For a small variation about a uniform rest temperature, the growth rate is

$$
\frac{1}{c}\left[q'(T)-Kd\left(\frac{\pi}{L}\right)^2\right]. \tag{27}
$$

With $K=120$ W/(m K), a rough value for silicon, the conduction term is about $1.2\times10^4$ W/(m$^2$ K). The largest $q'$ between the two stable states is 32 W/(m$^2$ K). Away from a rest temperature the derivative of $q/c$ adds $-qc'/c$ to the bracket, where $q$ includes any applied flux. This term reaches about 100 W/(m$^2$ K) for the lamp flux of 200 W/m$^2$ and for the shutter, and it grows with a stronger lamp. The variation therefore decays. The conduction term falls to 100 W/(m$^2$ K) for a side of about 11 mm. In a plate of the same thickness and about this size or larger, a variation can grow for a time during switching, and one part could switch before another. The temperature drop across the thickness is about $10^{-5}$ K.

Thermal noise can be estimated from the equilibrium formula $\sqrt{k_BT^2/C}$, with $C=c_bL^2$. The plate is not in equilibrium, so this gives an order of magnitude: $3\times10^{-7}$ K, against a distance of 9.6 K from the hot state to the unstable zero. Drift of the baths is the more serious threat to a stored bit.

### The model beside real films

Vanadium dioxide does switch near 340 K, and its insulating phase can be the stronger infrared emitter when the film is thick enough or lies on a suitable substrate. The emissivities used here are rough, and the width of 1.0 K belongs to a sharp transition. The emissivity of a mixed film also need not be linear in the phase fraction. An effective-medium (Bruggeman) model of a 1 µm film with the same end values, 0.80 and 0.25, gives 0.42 instead of 0.525 at $\phi=0.5$. It moves the unstable zero from 339.1 K to 338.1 K and leaves the stable states in place. In some layered coatings the emissivity rises on heating instead. By (8), such a coating has a single rest state on the cold side if its emissivity is single-valued, and it has to face the hot bath to give two stable states. With hysteresis, every $z$ with $|T_*(z)-z|<h$ is a rest state, so the rest temperature can depend on the history even on the cold side. Real films also break the assumption of a single-valued emissivity. With $h=3$ K the hysteresis moves the switching threshold by 3.7 K upwards on heating and 3.6 K downwards on cooling. The play model is itself a simplification, because the partial loops of a real film need not be flat. The extent of the trapping band should therefore be measured for the film in use.

The far-field law fails when a gap becomes comparable with the thermal wavelength. The exchange across that gap then depends on its width, and (2) has to be replaced. The argument based on the signs of the net flux remains valid for any smooth single-valued balance of a uniform plate, but the window and the width condition have to be derived again. The numerical output lists the values for the example.

## Values computed for the example and the checks

```
baths: hot 390 K, cold 300 K
emissivities: hot face 0.20, film 0.80 -> 0.25
transition: centre 338 K, width 1.0 K
plate: side 1 mm, thickness 10 um, film 1 um
heat capacity without latent heat 19.7 J/(m2 K)
latent heat of film 235 J/m2
cold state: T 324.64 K, film emissivity 0.800
   slope of q -7.76 W/(m2 K), c 19.7 J/(m2 K), rate -0.394 1/s
unstable: T 339.10 K, film emissivity 0.387
   slope of q 24.68 W/(m2 K), c 63.6 J/(m2 K), rate 0.388 1/s
hot state: T 348.68 K, film emissivity 0.250
   slope of q -4.32 W/(m2 K), c 19.7 J/(m2 K), rate -0.219 1/s
sharp-switch states 324.64 K and 348.68 K
turning points of G at 335.29 K and 341.67 K
hot-bath window 380.29 K to 416.22 K
sharp-switch window 372.44 K to 425.76 K
contrast factor (sqrt b - sqrt a)/(sqrt b + sqrt a) 0.1970
sufficient width bound 6.32 K
numerical width limit 6.83 K
least steady write flux 78.0 W/m2
write flux used 200 W/m2, least time 3.05 s
heat stored from cold state to threshold 461 J/m2
least shutter time to erase 1.60 s
throughput: cold state 136.4, hot state 94.7 W/m2
hysteresis half-loop 3.0 K
heating-branch zeros 324.64, 342.83, 348.66 K
cooling-branch zeros 324.64, 335.50, 348.68 K
trapping pulse peaks 341.50 K to 342.83 K
pulse peak 342.16 K leaves the plate at 339.43 K
shifts of cold, unstable, hot temperatures:
   metal-face colour: +3.033, -0.676, +3.161 K
   film colour, 2 %: +0.943, -0.144, +0.530 K
   black rim: +1.260, -0.211, +0.402 K
   support legs: -0.095, +0.048, -0.336 K
   residual gas: +0.008, -0.001, -0.003 K
all effects, heating branch 329.46, 341.79, 352.11 K
all effects, cooling branch 329.51, 334.31, 352.11 K
leg conductance 0.030 W/(m2 K)
gas conductance at 1e-5 Torr 1.56e-03 W/(m2 K) per gap
lateral stiffness 11844, largest gain 32.4 W/(m2 K)
temperature drop through plate 1.1e-05 K
thermal noise estimate 2.8e-07 K rms
```
